# Uniform background energy of a charged layer in a periodic cell: a program that tests the result

```python
"""Laterally uniform electrostatic energy of a charged layer in a periodic cell.

Result under test (atomic units): E_u = pi q^2 L / (6 A).
q: layer charge; A: cell area; L: cell height. A uniform background of
charge -q fills the cell. The layer is thin and unscreened unless stated.
Numerical work uses eV, angstrom, volt and elementary charges.
Also tested: the split of a point charge's periodic energy into uniform and
lateral parts, a layer of finite thickness w, and a dielectric slab (d, eps).
"""
import numpy as np
from scipy import constants as const
from scipy.special import erfc

COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e10  # eV angstrom
HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10

side = 10.0
area = side**2
height = 20.0
charge_width = 3.0
slab_width = 6.0
slab_eps = 10.0


def uniform_energy(cell_height):
    """Derived formula for one elementary charge, in eV."""
    return np.pi * COULOMB * cell_height / (6 * area)


def poisson_energy(width=0.0, dielectric_width=0.0, eps=1.0, n=1000):
    """Solve the periodic 1D Poisson equation; return energy and potential."""
    h = height / n
    z = (np.arange(n) - n // 2) * h
    if width == 0.0:
        layer = np.zeros(n)
        layer[n // 2] = 1.0
    else:
        layer = np.where(np.abs(z) < width / 2 - h / 4, 1.0, 0.0)
        layer[np.abs(np.abs(z) - width / 2) < h / 4] = 0.5
        layer /= layer.sum()
    charge = layer - 1.0 / n
    # eps_right[i] belongs to the interval between nodes i and i+1
    eps_right = np.where(np.abs(z + h / 2) < dielectric_width / 2, eps, 1.0)
    eps_left = np.roll(eps_right, 1)
    matrix = np.diag(eps_right + eps_left)
    index = np.arange(n)
    matrix[index, (index + 1) % n] -= eps_right
    matrix[index, (index - 1) % n] -= eps_left
    source = 4 * np.pi * COULOMB * h * charge / area
    potential = np.zeros(n)
    potential[1:] = np.linalg.solve(matrix[1:, 1:], source[1:])
    potential -= potential.mean()
    return 0.5 * charge @ potential, potential


def ewald_energy(cell_height, eta=0.25):
    """Point charge, its images and 3D background; own self-energy excluded."""
    volume = area * cell_height
    m = np.arange(-5, 6)
    x, y, z = np.meshgrid(m * side, m * side, m * cell_height, indexing="ij")
    r = np.sqrt(x**2 + y**2 + z**2).ravel()
    r = r[r > 1e-9]
    real_part = np.sum(erfc(eta * r) / r)
    m = np.arange(-10, 11)
    mz = np.arange(-40, 41)
    gx, gy, gz = np.meshgrid(2 * np.pi * m / side, 2 * np.pi * m / side,
                             2 * np.pi * mz / cell_height, indexing="ij")
    g2 = (gx**2 + gy**2 + gz**2).ravel()
    g2 = g2[g2 > 1e-12]
    wave_part = 4 * np.pi / volume * np.sum(np.exp(-g2 / (4 * eta**2)) / g2)
    constants_part = -2 * eta / np.sqrt(np.pi) - np.pi / (volume * eta**2)
    return 0.5 * COULOMB * (real_part + wave_part + constants_part)


def planar_lattice_energy(alpha=1e-4, reach=650):
    """Square lattice minus coplanar background, with a Gaussian cutoff."""
    m = np.arange(-reach, reach + 1)
    r2 = (m[:, None]**2 + m[None, :]**2).astype(float).ravel()
    r2 = r2[r2 > 0]
    lattice = np.sum(np.exp(-alpha * r2) / np.sqrt(r2))
    background = np.pi**1.5 / np.sqrt(alpha)
    return 0.5 * COULOMB / side * (lattice - background)


# Thin layer: finite-difference solution against the formulas
energy = uniform_energy(height)
fd_energy, fd_potential = poisson_energy()
z_grid = (np.arange(1000) - 500) * height / 1000
phi_formula = (2 * np.pi * COULOMB / area
               * (z_grid**2 / height - np.abs(z_grid) + height / 6))
assert abs(fd_energy - energy) < 1e-4
assert np.max(np.abs(fd_potential - phi_formula)) < 1e-4
phi_sheet = np.pi * COULOMB * height / (3 * area)
phi_edge = -np.pi * COULOMB * height / (6 * area)
assert abs(fd_potential[500] - phi_sheet) < 1e-4
assert abs(fd_potential[0] - phi_edge) < 1e-4

# Field energy by midpoint quadrature of the squared numerical gradient
step = height / 1000
field = -(np.roll(fd_potential, -1) - fd_potential) / step
field_energy = area * np.sum(field**2) * step / (8 * np.pi * COULOMB)
assert abs(field_energy - energy) < 1e-4

# Reciprocal-space sum
n_wave = np.arange(1, 1000001, dtype=float)
g_wave = 2 * np.pi * n_wave / height
wave_energy = (2 * np.pi * COULOMB / (area * height)
               * 2 * np.sum(1 / g_wave**2))
assert abs(wave_energy - energy) < 1e-5

# Sheet-background and background-background terms by explicit sums
z_mid = z_grid + step / 2
kernel_factor = -2 * np.pi * COULOMB / area
sheet_bg_sum = -kernel_factor * np.mean(np.abs(z_mid))
bg_bg_sum = 0.5 * kernel_factor * np.mean(
    np.abs(z_mid[:, None] - z_mid[None, :]))
sheet_bg = np.pi * COULOMB * height / (2 * area)
bg_bg = -np.pi * COULOMB * height / (3 * area)
assert abs(sheet_bg_sum - sheet_bg) < 1e-4
assert abs(bg_bg_sum - bg_bg) < 1e-4
assert abs(sheet_bg_sum + bg_bg_sum - fd_energy) < 1e-4

# Point charge: full periodic energy is uniform part plus planar-lattice part
lateral = planar_lattice_energy()
heights = [20.0, 30.0, 40.0]
totals = [ewald_energy(value) for value in heights]
assert abs(ewald_energy(height, eta=0.3) - totals[0]) < 1e-8
for value, total in zip(heights, totals):
    # Tolerance covers the finite Gaussian cutoff and interlayer coupling
    assert abs(total - uniform_energy(value) - lateral) < 2e-4
assert totals[0] < 0 < totals[-1]

# Finite charge thickness and dielectric slab
thick_energy = (np.pi * COULOMB * (height - charge_width)**2
                / (6 * area * height))
fd_thick = poisson_energy(width=charge_width)[0]
assert abs(fd_thick - thick_energy) < 1e-4
screen_factor = 1 - (1 - 1 / slab_eps) * (1 - (1 - slab_width / height)**3)
screened_energy = energy * screen_factor
fd_screened = poisson_energy(dielectric_width=slab_width, eps=slab_eps)[0]
assert abs(fd_screened - screened_energy) < 1e-4

# The stated rounded answer, evaluated separately in atomic units
energy_au = np.pi * (height / BOHR) / (6 * area / BOHR**2)
assert abs(energy_au * HARTREE - energy) < 1e-6
assert round(energy, 1) == 1.5

print(f"Coulomb constant e^2/(4 pi eps0): {COULOMB:.4f} eV angstrom")
print(f"Cell side: {side:.1f} angstrom")
print(f"Cell area A: {area:.1f} angstrom^2")
print(f"Cell height L: {height:.1f} angstrom")
print(f"Uniform energy E_u, formula: {energy:.4f} eV")
print(f"Uniform energy E_u, formula: {energy_au:.5f} hartree")
print(f"Uniform energy, finite differences: {fd_energy:.4f} eV")
print(f"Uniform energy, field integral: {field_energy:.4f} eV")
print(f"Uniform energy, reciprocal sum: {wave_energy:.4f} eV")
print(f"Potential at sheet, q=+e: {phi_sheet:.4f} V")
print(f"Potential at cell boundary, q=+e: {phi_edge:.4f} V")
print(f"Sheet-background term: {sheet_bg:.4f} eV")
print(f"Background-background term: {bg_bg:.4f} eV")
print(f"Lateral point-charge energy E_lat: {lateral:.3f} eV")
for value, total in zip(heights, totals):
    print(f"L = {value:.0f} angstrom: E_u = {uniform_energy(value):.3f} eV, "
          f"Ewald total = {total:.3f} eV")
print(f"Charge thickness w: {charge_width:.1f} angstrom")
print(f"Energy with thickness w, formula: {thick_energy:.4f} eV")
print(f"Energy with thickness w, finite differences: {fd_thick:.4f} eV")
print(f"Dielectric slab thickness d: {slab_width:.1f} angstrom")
print(f"Out-of-plane dielectric constant: {slab_eps:.1f} (no unit)")
print(f"Dielectric reduction factor: {screen_factor:.4f} (no unit)")
print(f"Energy with dielectric, formula: {screened_energy:.4f} eV")
print(f"Energy with dielectric, finite differences: {fd_screened:.4f} eV")
print("finished without a failed check")
```

Printed output:

```
Coulomb constant e^2/(4 pi eps0): 14.3996 eV angstrom
Cell side: 10.0 angstrom
Cell area A: 100.0 angstrom^2
Cell height L: 20.0 angstrom
Uniform energy E_u, formula: 1.5079 eV
Uniform energy E_u, formula: 0.05542 hartree
Uniform energy, finite differences: 1.5079 eV
Uniform energy, field integral: 1.5079 eV
Uniform energy, reciprocal sum: 1.5079 eV
Potential at sheet, q=+e: 3.0159 V
Potential at cell boundary, q=+e: -1.5079 V
Sheet-background term: 4.5238 eV
Background-background term: -3.0159 eV
Lateral point-charge energy E_lat: -2.808 eV
L = 20 angstrom: E_u = 1.508 eV, Ewald total = -1.300 eV
L = 30 angstrom: E_u = 2.262 eV, Ewald total = -0.546 eV
L = 40 angstrom: E_u = 3.016 eV, Ewald total = 0.208 eV
Charge thickness w: 3.0 angstrom
Energy with thickness w, formula: 1.0895 eV
Energy with thickness w, finite differences: 1.0895 eV
Dielectric slab thickness d: 6.0 angstrom
Out-of-plane dielectric constant: 10.0 (no unit)
Dielectric reduction factor: 0.4087 (no unit)
Energy with dielectric, formula: 0.6163 eV
Energy with dielectric, finite differences: 0.6163 eV
finished without a failed check
```
